# Orthogonalized plane waves and the Phillips-Kleinman cancellation in silicon

An electron in a crystal moves in a deep attractive potential around each nucleus, yet the effective coupling between low-wave-vector valence waves can be far weaker than that potential suggests. This problem examines how orthogonality to the core states reconciles the two facts, and under what conditions.

Atomic units are used in the algebra. The one-electron Hamiltonian is \(H=T+V\), with \(T=-\tfrac12\nabla^2\) and \(V(\mathbf r)\) a given local potential with the period of the lattice. The crystal has \(N\) cells of volume \(\Omega\) and periodic boundary conditions. At a fixed Bloch vector \(\mathbf k\), write \(\mathbf K=\mathbf k+\mathbf G\), with \(\mathbf G\) a reciprocal-lattice vector, and

\[
\langle\mathbf r|\mathbf K\rangle=\frac{e^{i\mathbf K\cdot\mathbf r}}{\sqrt{N\Omega}},\qquad
\langle\mathbf K|\mathbf K'\rangle=\delta_{\mathbf K\mathbf K'} .
\]

The core Bloch states \(|c\rangle\) at this \(\mathbf k\) are orthonormal eigenstates of the same Hamiltonian, \(H|c\rangle=E_c|c\rangle\). Sums over \(c\) run over spatial orbitals, because a plane wave of given spin overlaps only core states of that spin.

## (a) The secular equation

**Question.** Remove the core components from each plane wave, and find the equation for the valence energies in the resulting basis.

**Solution.** Define the core projector

\[
P=\sum_c|c\rangle\langle c|,\qquad P^\dagger=P,\qquad P^2=P .
\]

The last equality uses the orthonormality of the core states. The orthogonalized plane wave (OPW) is

\[
|X_{\mathbf K}\rangle=(1-P)|\mathbf K\rangle,\qquad
\langle c|X_{\mathbf K}\rangle=\langle c|\mathbf K\rangle-\langle c|\mathbf K\rangle=0 .
\]

OPWs are orthogonal to the core but not to one another. Since \((1-P)^2=1-P\),

\[
\langle X_{\mathbf K}|X_{\mathbf K'}\rangle
=\langle\mathbf K|(1-P)|\mathbf K'\rangle
=\delta_{\mathbf K\mathbf K'}-\sum_c\langle\mathbf K|c\rangle\langle c|\mathbf K'\rangle .
\]

For the Hamiltonian, the eigenvalue equation gives \(HP=\sum_cE_c|c\rangle\langle c|=PH\). Hence \((1-P)H(1-P)=H(1-P)=H-HP\), and

\[
\langle X_{\mathbf K}|H|X_{\mathbf K'}\rangle
=\frac{K^2}{2}\delta_{\mathbf K\mathbf K'}+V(\mathbf K-\mathbf K')
-\sum_cE_c\langle\mathbf K|c\rangle\langle c|\mathbf K'\rangle ,
\]

where

\[
V(\mathbf G)=\frac1\Omega\int_{\rm cell}V(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r .
\]

Expand the valence state as \(|\psi\rangle=\sum_{\mathbf K'}a_{\mathbf K'}|X_{\mathbf K'}\rangle\) and project \((H-E)|\psi\rangle=0\) on every \(\langle X_{\mathbf K}|\). Subtracting \(E\) times the overlap from the Hamiltonian matrix turns \(-E_c\) into \(E-E_c\). Nonzero coefficients require

\[
\det\left[\left(\frac{K^2}{2}-E\right)\delta_{\mathbf K\mathbf K'}
+V(\mathbf K-\mathbf K')
+\sum_c(E-E_c)\langle\mathbf K|c\rangle\langle c|\mathbf K'\rangle\right]=0 .
\]

This is the OPW secular equation. Because \(E\) enters linearly, it can be solved as a generalized eigenvalue problem with the two matrices above. The trial space is orthogonal to the exact core, so by the variational principle the \(n\)th root is an upper bound to the \(n\)th valence level. Errors in the core states weaken this guarantee.

## (b) The repulsive operator

**Question.** Show that the extra term acts as a potential on a smooth function. What is its sign, and is that function unique?

**Solution.** Let \(|\phi\rangle=\sum_{\mathbf K}a_{\mathbf K}|\mathbf K\rangle\) have the same coefficients as the valence state, so that \(|\psi\rangle=(1-P)|\phi\rangle\). Then

\[
\begin{aligned}
0&=(H-E)(1-P)|\phi\rangle\\
&=(H-E)|\phi\rangle-\sum_c(E_c-E)|c\rangle\langle c|\phi\rangle\\
&=(T+V+V_R-E)|\phi\rangle ,
\end{aligned}
\]

with the Phillips-Kleinman operator

\[
V_R(E)=\sum_c(E-E_c)|c\rangle\langle c| .
\]

For any function \(f\),

\[
\langle f|V_R|f\rangle=\sum_c(E-E_c)|\langle c|f\rangle|^2\ge0
\quad\text{if }E>E_c\text{ for all }c .
\]

Expectation values are therefore repulsive. An off-diagonal element has no such fixed sign, since it contains the product of two different overlaps. The operator is nonlocal and depends on the energy being sought. A common shift of \(V\), \(E\) and \(E_c\) leaves it unchanged.

The pseudo-wavefunction \(\phi\) is not unique. Adding \(\sum_cb_c|c\rangle\) to it does not change \(\psi\), because \((1-P)|c\rangle=0\). Correspondingly,

\[
(H+V_R)|c\rangle=E_c|c\rangle+(E-E_c)|c\rangle=E|c\rangle .
\]

In a complete plane-wave basis, \(H+V_R(E)-E\) thus has core null vectors at every \(E\), and a vanishing determinant no longer singles out valence energies. The overlap matrix shows the same defect: a coefficient vector has squared OPW norm \(\|(1-P)\phi\|^2\), which tends to zero as \(\phi\) approaches a core state. One works with a finite set whose overlap matrix is safely positive, or removes the null space.

## (c) Matrix elements for atomic cores

**Question.** Evaluate \(V\) and \(V_R\) for a crystal with identical atoms at \(\pm\boldsymbol\tau\) in each cell, with spherical atomic wells and cores that do not overlap.

**Solution.** For each site \(\mathbf s=\pm\boldsymbol\tau\) and each orbital \(\varphi_{nlm}=[u_{nl}(r)/r]Y_{lm}\), the core Bloch state is

\[
|c\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot(\mathbf R+\mathbf s)}
|\varphi_{nlm}(\mathbf r-\mathbf R-\mathbf s)\rangle ,\qquad
\int_0^\infty u_{nl}^2\,dr=1 .
\]

In \(\langle\mathbf K|c\rangle\), moving the origin to each atom produces \(e^{-i\mathbf K\cdot(\mathbf R+\mathbf s)}\). With the Bloch phase this leaves \(e^{-i\mathbf G\cdot\mathbf s}\), because \(e^{-i\mathbf G\cdot\mathbf R}=1\). The \(N\) equal terms cancel the two factors \(N^{-1/2}\):

\[
\langle\mathbf K|c\rangle=\frac{e^{-i\mathbf G\cdot\mathbf s}}{\sqrt\Omega}
\int e^{-i\mathbf K\cdot\mathbf r}\varphi_{nlm}(\mathbf r)\,d^3r .
\]

Insert the expansion

\[
e^{-i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm}(-i)^lj_l(Kr)Y_{lm}(\hat{\mathbf K})Y_{lm}^*(\hat{\mathbf r}) .
\]

The angular integral selects one \(lm\), so the Fourier integral is

\[
4\pi(-i)^lY_{lm}(\hat{\mathbf K})I_{nl}(K),\qquad
I_{nl}(K)=\int_0^\infty u_{nl}(r)\,r\,j_l(Kr)\,dr .
\]

In the product \(\langle\mathbf K|c\rangle\langle c|\mathbf K'\rangle\) the factors \((-i)^l\) and \(i^l\) multiply to one. The addition theorem, \(\sum_mY_{lm}(\hat{\mathbf K})Y_{lm}^*(\hat{\mathbf K}')=(2l+1)P_l(\cos\theta)/4\pi\), reduces \((4\pi)^2\) to \(4\pi(2l+1)P_l\). Here \(P_l\) is a Legendre polynomial and \(\theta\) is the angle between \(\mathbf K\) and \(\mathbf K'\). The two sites give \(2\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau]\). With \(\Omega_a=\Omega/2\) the volume per atom,

\[
\langle\mathbf K|V_R|\mathbf K'\rangle
=\cos[(\mathbf G-\mathbf G')\cdot\boldsymbol\tau]\,v_R(\mathbf K,\mathbf K'),
\]
\[
v_R=\frac{4\pi}{\Omega_a}\sum_{nl}(E-E_{nl})(2l+1)P_l(\cos\theta)I_{nl}(K)I_{nl}(K') .
\]

The bare potential carries the same structure factor, multiplied by

\[
v(q)=\frac{4\pi}{\Omega_a}\int_0^\infty r^2v_{\rm well}(r)j_0(qr)\,dr,
\qquad q=|\mathbf K-\mathbf K'| .
\]

The form factors \(v\) and \(v_R\) can therefore be compared without the structure factor.

At small argument \(j_l(Kr)\propto(Kr)^l\), so \(I_{nl}\propto K^l\), and \(s\) cores dominate \(v_R\) as \(K,K'\to0\). An angular momentum with no core state receives no repulsion at all. In silicon this applies to the \(d\) component of a plane wave about an atom.

## (d) Why the two terms can cancel

**Question.** The operator \(V_R\) contains core energies but not \(V\). Find its explicit relation to the core attraction.

**Solution.** Evaluate \(\langle c|H|\mathbf K'\rangle\) twice, acting with \(H\) first to the left and then to the right:

\[
E_c\langle c|\mathbf K'\rangle
=\frac{K'^2}{2}\langle c|\mathbf K'\rangle+\langle c|V|\mathbf K'\rangle .
\]

Subtract both sides from \(E\langle c|\mathbf K'\rangle\):

\[
(E-E_c)\langle c|\mathbf K'\rangle
=\left(E-\frac{K'^2}{2}\right)\langle c|\mathbf K'\rangle-\langle c|V|\mathbf K'\rangle .
\]

Multiplying by \(|c\rangle\), summing over the core and adding \(V|\mathbf K'\rangle\) gives

\[
(V+V_R)|\mathbf K'\rangle
=(1-P)V|\mathbf K'\rangle+\left(E-\frac{K'^2}{2}\right)P|\mathbf K'\rangle .
\]

The first term is the bare attraction with its core components removed. The second, called off-shell here, vanishes when \(E=K'^2/2\). Shifting the energy zero moves weight between \(-PV\) and the off-shell part, while their sum \(V_R\) stays fixed.

The projection is also the best removal that core functions can achieve in the least-squares sense. Put \(|g\rangle=V|\mathbf K'\rangle\) and subtract an arbitrary core combination. Expanding the norm and completing the square gives

\[
\left\|g-\sum_cb_c|c\rangle\right\|^2
=\|g\|^2-\sum_c|\langle c|g\rangle|^2+\sum_c|b_c-\langle c|g\rangle|^2 .
\]

The minimum is at \(b_c=\langle c|g\rangle\), which is the projection \(P|g\rangle\).

The remainder \((V+V_R)|\mathbf K'\rangle\) is thus small in norm compared with \(V|\mathbf K'\rangle\) if the core states span most of that function and the off-shell term is modest. A single matrix element is bounded only by that norm, so it need not be small compared with its bare value. Neither condition holds for every potential. At low \(K'\) the plane wave varies little across the core, so \(V|\mathbf K'\rangle\) is a deep, nearly spherical function there, which \(s\) core states may represent well. How well they do so must be computed.

## (e) Valence levels of a silicon model

**Question.** Does the secular equation reproduce the valence levels of a crystal with real, deep cores?

**Solution.** Take silicon in the diamond structure with a chosen lattice constant of 5.43 Å. The potential comes from a self-consistent, nonrelativistic, spherical and spin-restricted atom with local exchange and no correlation. It is cut at touching spheres of radius 1.176 Å and shifted by +15.378 eV inside them, so that it reaches zero at the surface and stays zero outside. This muffin-tin crystal is not itself self-consistent, and its levels are not predictions of measured bands.

With the interstitial potential as zero, the core levels are \(-1756.28\) eV for 1s, \(-121.14\) eV for 2s and \(-78.68\) eV for 2p. They are computed in an isolated well. A fraction of about \(2\times10^{-4}\) of the 2p norm lies outside its sphere, so treating the cores as nonoverlapping crystal eigenstates is a good approximation here, though not an identity.

At \(\Gamma\) (\(\mathbf k=0\)) the two lowest distinct levels, in eV, are:

| Basis | First | Second |
|---|---:|---:|
| 59 OPWs | −2.149 | 11.774 |
| 283 OPWs | −2.180 | 11.292 |
| 1067 OPWs | −2.194 | 11.261 |
| 283 augmented plane waves | −2.198 | 11.251 |

The second level is threefold degenerate. The augmented-plane-wave calculation is an independent test: it joins plane waves outside the spheres to radial solutions inside, and uses no core states. The largest OPW set differs from it by about 0.004 and 0.010 eV, well inside the test tolerance of 0.1 eV.

Unmodified plane waves must also describe the core. Two atoms with five core orbitals each put ten core levels below the valence, so the eleventh plane-wave root is the bound to compare with the first valence level. With 1067 waves it is still at 7.523 eV, or

\[
7.523-(-2.194)=9.717\ \text{eV}
\]

above the OPW result from the same waves.

The smallest eigenvalue of the OPW overlap matrix falls from 0.4048 through 0.0684 to 0.0033 along the three sets. This is the approach to linear dependence found in (b).

## (f) Low-G cancellation and its limits

**Question.** Compare the bare and repulsive form factors of this crystal. How does their sum depend on \(E\), and where does the cancellation fail?

**Solution.** Set \(E=11.261\) eV, the second \(\Gamma\) level. Two pairs are used for each \(\mathbf G\): A has \(\mathbf K=0\), \(\mathbf K'=\mathbf G\), and B has \(\mathbf K=-\mathbf G/2\), \(\mathbf K'=\mathbf G/2\). Pair B belongs to another Bloch vector, so its \(E\) is a common reference rather than a level at that \(\mathbf k\). Energies are in eV.

| \(\mathbf G\), pair | \(v\) | \(v_R\) | Sum |
|---|---:|---:|---:|
| 111, A | −7.339 | 6.840 | −0.499 |
| 111, B | −7.339 | 6.993 | −0.346 |
| 220, A | −5.214 | 5.278 | 0.064 |
| 220, B | −5.214 | 5.453 | 0.239 |
| 311, A | −4.313 | 4.593 | 0.280 |
| 311, B | −4.313 | 4.715 | 0.402 |

In all six cases the sum is below 10% of \(|v|\) in magnitude. This figure belongs to these pairs at this \(E\); longer wave vectors at the same transfer can leave more, as shown below. For 220 and 311 the repulsion slightly exceeds the attraction. The differences between A and B at equal momentum transfer show the nonlocality of \(V_R\).

For 111, pair A, the shells contribute

\[
v_R=1.133\,(1s)+5.707\,(2s)+0\,(2p)=6.840\ \text{eV}.
\]

The 2s shell dominates although 1s is far deeper, because the overlap with the plane waves matters as well as \(E-E_c\). The 2p term vanishes since \(I_{2p}(0)=0\). For pair B it is \(-0.453\) eV, because the wave vectors are opposite and \(P_1(-1)=-1\).

The full matrix element includes the structure factor. With lattice constant \(a\), the origin at a bond centre so that \(\boldsymbol\tau=(a/8)(1,1,1)\), and \(\mathbf G\) labelled in units of \(2\pi/a\), the vector \(\mathbf G=(1,1,1)\) gives \(\mathbf G\cdot\boldsymbol\tau=3\pi/4\) and \(\cos(3\pi/4)=-0.7071\). For pair A the bare element is \((-0.7071)(-7.339)=5.189\) eV, and the sum is \((-0.7071)(-0.499)=0.353\) eV. The sign of an off-diagonal element therefore depends on the atomic positions, while at fixed \(E\) and fixed wells the ratio of the sum to the bare element does not.

With the interstitial potential as the energy zero, the identity of (d) splits the same \(v_R\) into 7.016 eV from \(-PV\) and \(-0.177\) eV from the off-shell term, equal to 6.840 eV within rounding. The projection alone leaves \(-7.339+7.016=-0.323\) eV. The split also depends on which of the two waves the identity acts on. Applied to the zero-wave-vector wave instead, the off-shell term is \(E\langle\mathbf G|P|0\rangle=11.261\times0.0437\approx0.49\) eV, using the slope found below. Then \(-PV\) gives about 6.35 eV and the projection alone leaves about \(-0.99\) eV. Either way, most of the cancellation here comes from removing core components of \(V|\mathbf K'\rangle\). For \(\mathbf K'=0\), the core removes a fraction 0.9343 of \(\|V|\mathbf K'\rangle\|^2\). This confirms that the core spans most of that function. Like the split above, the value of the fraction depends on the chosen zero of \(V\). It is not an estimate of a particular matrix element, since the squared norm gives more weight to the deep region near the nucleus.

The energy dependence follows from \(\partial V_R/\partial E=P\). Dividing each shell's contribution by its \(E-E_c\) gives the slope for 111, pair A:

\[
\frac{1.133}{11.261+1756.28}+\frac{5.707}{11.261+121.14}
=0.00064+0.04310=0.0437 .
\]

Lowering \(E\) to the first \(\Gamma\) level, by \(11.261+2.194=13.455\) eV, reduces \(v_R\) by \(0.0437\times13.455=0.59\) eV. The sum becomes \(-0.499-0.59=-1.09\) eV, in agreement with the directly computed \(-1.088\) eV. The attraction is still about 85% cancelled, but the small remainder has more than doubled. Freezing \(V_R\) at one energy \(E_0\) omits this change in the matrix elements. In a complete basis the valence levels would not move, because \(V_R(E_0)|\psi\rangle=0\) for every valence state \(\psi\). In a finite plane-wave set they can move: \(V_R(E_0)=V_R(E)+(E_0-E)P\) and \(P\) has no negative expectation value, so, with \(E\) taken as the lowest OPW root of that set, an \(E_0\) above it gives a lowest root at or above the OPW value, and an \(E_0\) below it gives one at or below.

Finally, keep the transfer at \(\mathbf G=(111)\) but take \(\mathbf K=8\mathbf G\) and \(\mathbf K'=9\mathbf G\). The bare form factor is unchanged, since it depends on the difference alone. The repulsion drops to 0.254 eV, and the sum is

\[
-7.339+0.254=-7.085\ \text{eV}.
\]

Rapid oscillations of \(j_l(Kr)\) make \(I_{nl}(K)\) tend to zero at large \(K\), sooner for the extended shells than for the compact one. Here the 2s and 2p contributions have almost vanished, while the 1s overlap keeps about half of its \(K=0\) value and supplies nearly all of the remaining repulsion. The loss begins early: for \(\mathbf K=\mathbf G\), \(\mathbf K'=2\mathbf G\) the sum is already about \(-2.1\) eV. A small \(\mathbf G\) is therefore not sufficient: at this transfer the wave vectors themselves must be low enough for the 2s overlap to remain appreciable.

For the low pair A, the 111 form factor falls from \(-7.339\) eV to \(-0.499\) eV (\(-0.01835\) hartree) at the stated reference energy. This is the sense in which the deep crystal potential scatters low-\(K\) valence waves weakly. The numerical check accompanying this problem computes the tabulated levels and form factors.

## Computed values

```
lattice constant (chosen): 5.43 angstrom
muffin-tin radius: 1.1756 angstrom
volume per atom: 20.013 angstrom^3
atomic potential at sphere edge: -15.378 eV
core level 1s, interstitial zero: -1756.28 eV
core level 2s, interstitial zero: -121.14 eV
core level 2p, interstitial zero: -78.68 eV
2p norm outside its sphere: 1.84e-04 (no unit)
cutoff |G|: 4.008 1/angstrom, waves: 59
  OPW Gamma levels 1, 2: -2.149, 11.774 eV
  plain-wave level 11: 16.894 eV
  smallest OPW overlap eigenvalue: 0.4048 (no unit)
cutoff |G|: 7.318 1/angstrom, waves: 283
  OPW Gamma levels 1, 2: -2.180, 11.292 eV
  plain-wave level 11: 12.621 eV
  smallest OPW overlap eigenvalue: 0.0684 (no unit)
cutoff |G|: 11.571 1/angstrom, waves: 1067
  OPW Gamma levels 1, 2: -2.194, 11.261 eV
  plain-wave level 11: 7.523 eV
  smallest OPW overlap eigenvalue: 0.0033 (no unit)
degeneracy of second Gamma level: 3
APW Gamma levels 1, 2: -2.198, 11.251 eV
APW basis size: 283 waves
reference E in repulsion: 11.261 eV
form factors per atom; multiply by structure factor cos(G.tau)
G=111, K,K'=0,G: V=-7.339, V_R=6.840, sum=-0.499 eV
  V_R from 1s, 2s, 2p: 1.133, 5.707, 0.000 eV
  V_R as -PV part, off-shell part: 7.016, -0.177 eV
G=111, K,K'=-G/2,G/2: V=-7.339, V_R=6.993, sum=-0.346 eV
  V_R from 1s, 2s, 2p: 1.141, 6.305, -0.453 eV
  V_R as -PV part, off-shell part: 6.672, 0.321 eV
G=220, K,K'=0,G: V=-5.214, V_R=5.278, sum=0.064 eV
G=220, K,K'=-G/2,G/2: V=-5.214, V_R=5.453, sum=0.239 eV
G=311, K,K'=0,G: V=-4.313, V_R=4.593, sum=0.280 eV
G=311, K,K'=-G/2,G/2: V=-4.313, V_R=4.715, sum=0.402 eV
|G| for 111: 2.004 1/angstrom
|G| for 220: 3.273 1/angstrom
|G| for 311: 3.838 1/angstrom
structure factor cos(G.tau) for 111: -0.7071 (no unit)
111 sum for K=0, K'=G: -0.01835 hartree
same sum with E at first Gamma level: -1.088 eV
V_R for K=8G, K'=9G, G=111: 0.254 eV
fraction of |V|^2 norm removed by core, K=0: 0.9343 (no unit)
```
